# Electric Enthalpy of a Periodic Insulator and Its Overlap-Derivative Field Term, part 2

We seek the electronic states of an insulating crystal in a fixed macroscopic field $\mathcal E$. Hartree atomic units are used, and the electron has charge $-1$. The occupied states are $\psi_{nk}=e^{ik\cdot r}u_{nk}$, each with occupation $f$, in the periodic gauge

$$u_{n,k+G}(r)=e^{-iG\cdot r}u_{nk}(r). \tag{1}$$

Neighbouring mesh points are linked by

$$M_{mn}(k,k')=\langle u_{mk}|u_{nk'}\rangle ,\qquad \varphi(k,k')={\rm Im}\ln\det M(k,k'). \tag{2}$$

In one dimension the cell length is $a$, the mesh has $N$ points, and $\Delta k=2\pi/(Na)$. The cell dipole $d$ is the ionic dipole, with charges $Z_I$ at $R_I$, plus the electronic part $(fa/2\pi)\sum_k\varphi(k,k+\Delta k)$, defined modulo $fa$. The electronic part is $-f$ times the sum of the Wannier centres. With $E$ the Kohn–Sham energy per cell, the electric enthalpy is

$$F=E-\mathcal E\cdot d . \tag{4}$$

Let $H_k$ be the Kohn–Sham Hamiltonian acting on the $u_{mk}$, and let $Q_k$ project on the empty states. The derivative of $F$ is $(f/N)(Q_kH_ku_{mk}+v_{mk})$, with

$$v_{mk}=\mathcal E\,w_{mk},\qquad
w_{mk}=\frac i{2\Delta k}\big(\tilde u_{m,k+\Delta k}-\tilde u_{m,k-\Delta k}\big), \tag{12}$$

where $\tilde u_{m,k'}=\sum_nu_{nk'}[M(k,k')^{-1}]_{nm}$. The field term $v_{mk}$ has no occupied component. $F$ is stationary when this derivative vanishes at every $k$; the calculation iterates the states and the density until it does so within numerical tolerance.

Two earlier lemmas are used. Lemma 1 showed, by integration by parts over the zone, that $x$ acts on a packet of Bloch states as $i\partial_k$ on $u_{nk}$. Lemma 3 showed that multiplying the occupied set at each mesh point by an invertible matrix, not necessarily unitary, with the periodicity of the mesh, leaves $d$ unchanged up to jumps of $2\pi$ in a string phase.

### Theorem 3 (limit of a dense mesh)

*For smooth occupied spaces,*

$$w_{mk}=iQ_k\,\partial_ku_{mk}+O(\Delta k^2). \tag{14}$$

*Proof.* Choose a smooth gauge near $k$ and regard $\tilde u_m(k+s)$ as a function of $s$. It equals $u_{mk}$ at $s=0$. The symmetric difference in (12) is its first derivative with an error $O(\Delta k^2)$. From $\delta M^{-1}=-M^{-1}\,\delta M\,M^{-1}$ and $M=1$ at $s=0$,

$$\partial_s\tilde u_m\big|_0=\partial_ku_m-\sum_nu_n\langle u_n|\partial_ku_m\rangle=Q_k\partial_ku_m .$$

Multiplication by $i$ gives (14). Both sides transform in the same way under a mixing of occupied states, since $Q_k$ removes the derivative of the mixing matrix. ∎

Lemma 1 showed that $x$ acts on a packet of Bloch states as $i\partial_k$. Hence, in the limit of a dense mesh, $\mathcal Ew$ is the part of the electron's potential energy $+\mathcal Ex$ that connects occupied with empty states. This part respects translation symmetry. If $\rho(x,x')$ is a periodic one-particle density matrix, the commutator $[x,\rho]$ has the kernel $(x-x')\rho(x,x')$, which is unchanged when both arguments move by a lattice vector. Translation symmetry therefore does not forbid a stationary periodic density matrix in a linear potential, although the Hamiltonian itself is not periodic. Whether such a state exists is a separate question, because electrons can tunnel to empty bands.

At zero field the derivative can be found independently. Let $H_ku_m=\epsilon_mu_m$, and let $c$ be an empty state. Differentiation and projection on $c$ give

$$\langle c|\partial_kH_k|m\rangle+\epsilon_c\langle c|\partial_ku_m\rangle
=\epsilon_m\langle c|\partial_ku_m\rangle,$$

$$iQ_k\partial_ku_m=i\sum_c|c\rangle
\frac{\langle c|\partial_kH_k|m\rangle}{\epsilon_m-\epsilon_c}. \tag{15}$$

For a local potential $\partial_kH_k=k-i\partial_x$. The denominators do not vanish because of the gap. Formula (15) uses one $k$ point and all empty states; formula (12) uses three $k$ points and no empty states. In the crystal below, the root-mean-square norm of their difference over the mesh, with both bands included, was $0.0316$, $0.0081$ and $0.0021$ bohr for $N=12$, $24$ and $48$. Each halving of $\Delta k$ reduces it by about four, in agreement with (14).

### Corollary (dipole, polarizability and force)

Suppose that the stationary states form a smooth branch in $\mathcal E$. Along this branch the variation of the states does not change $F$ to first order, so only the explicit field contributes:

$$\frac{dF}{d\mathcal E}=-d(\mathcal E). \tag{16}$$

With $d=d_0+\alpha\mathcal E+O(\mathcal E^2)$, integration and $E=F+\mathcal Ed$ give

$$F=E_0-d_0\mathcal E-\tfrac12\alpha\mathcal E^2+O(\mathcal E^3),\qquad
E=E_0+\tfrac12\alpha\mathcal E^2+O(\mathcal E^3). \tag{17}$$

The linear terms cancel in $E$. Polarizing the electrons costs $\alpha\mathcal E^2/2$ of internal energy and gains twice that amount in the field energy.

The same argument applies to ionic positions. In a basis that does not move with the ions, the force on ion $I$ is

$$-\frac{\partial F}{\partial R_I}=-\frac{\partial E}{\partial R_I}+Z_I\mathcal E,$$

where the first derivative is explicit and evaluated with the field-polarized states. No derivative of the Berry phase is needed, because the electronic part of $d$ depends on the ions through the states alone. In a polar oxide with mobile ions, the purely electronic $\alpha$ of (17) must be supplemented by the response obtained when these forces are relaxed. The worked example keeps the ions fixed.

### Proposition (loss of the local minimum)

*Take one occupied and one empty level, separated by $D$, with $k$-independent periodic parts $A$ and $B$ (both orbitals are taken as concentrated at the lattice points, where the factor $e^{-iG\cdot r}$ in (1) equals one), and neglect interactions between electrons. If $N$ is divisible by four and $\mathcal E>0$, the state with all electrons in $A$ is a local minimum of $F$ for $\mathcal E<\mathcal E_c$ and ceases to be one for $\mathcal E>\mathcal E_c$, where*

$$\mathcal E_c=D\,\Delta k=\frac{2\pi D}{Na}. \tag{18}$$

*Proof.* Write the occupied state as $A+z_kB$; by Lemma 3 it need not be normalized in the overlaps. The energy above level $A$ is $(f/N)\sum_kD|z_k|^2/(1+|z_k|^2)$. The overlap is $1+z_k^*z_{k+\Delta k}$. To second order,

$$\delta F=\frac fN\Big[D\sum_k|z_k|^2-\frac{\mathcal E}{\Delta k}\sum_k{\rm Im}\,z_k^*z_{k+\Delta k}\Big],$$

because $a/2\pi=1/(N\Delta k)$. Expand $z_k=\sum_R\zeta_Re^{-ikR}$, where $R$ runs over $N$ successive multiples of $a$. Orthogonality of the exponentials on the mesh gives $\sum_k|z_k|^2=N\sum_R|\zeta_R|^2$ and

$$\sum_kz_k^*z_{k+\Delta k}=N\sum_R|\zeta_R|^2e^{-i\Delta kR}.$$

Consequently

$$\delta F=f\sum_R|\zeta_R|^2\Big[D+\mathcal E\,\frac{\sin(\Delta kR)}{\Delta k}\Big]. \tag{19}$$

The smallest sine is $-1$, reached at $R=-Na/4$, which is a lattice vector when $N$ is divisible by four. The smallest bracket is $D-\mathcal E/\Delta k$, which changes sign at (18). ∎

For small $\Delta k|R|$ the bracket is $D+\mathcal ER$: the electron is excited across the gap and moved by $R$ in the linear potential. A sufficiently long displacement down the potential repays the gap. This is the energetic condition for Zener tunnelling. The finite mesh limits the effective displacement to $1/\Delta k$, and so it stabilizes the polarized state. As $N\to\infty$, $\mathcal E_c$ tends to zero.

A Hessian computed numerically from the complete function, with all complex $z_k$ independent, was used to test (18). For $D=0.50$ hartree and $a=6$ bohr, it gave critical fields of $0.04363$ a.u. for $N=12$ and $0.02182$ a.u. for $N=24$, equal to $D\Delta k$ to these digits.

**Remark on the global minimum.** Even below $\mathcal E_c$ the minimum in this model is only local. Set $z_k=1$ at one point, $z=-1+\rho e^{i\theta}$ with $0<\rho<1$ at the next, and zero elsewhere. The overlap on their common link is $\rho e^{i\theta}$; all other overlaps equal one. When $\theta$ runs from $0$ to $2\pi$, the states and $E$ return to their initial values, but the continuously followed phase has grown by $2\pi$. The dipole has grown by $fa$, and $F$ has fallen by $fa\mathcal E$. The loop can be repeated, so the followed $F$ has no lower bound. The calculation therefore seeks the stationary state connected with zero field.

For dispersive bands, replacing $D$ by the smallest direct gap gives an estimate of the largest field at which the mesh still has a local minimum, not a theorem. The variations $z_k$ mix an empty state into an occupied one at the same $k$, so the gap that enters is the vertical one; in an indirect-gap material it is larger than the fundamental gap. In the crystal below the two coincide. This is a limit of the calculation, not the breakdown field of a material. The estimate shows the practical conflict: the discretization error falls as $\Delta k^2$, while the permitted field falls as $\Delta k$.

### Worked crystal

The one-dimensional crystal has $a=6.00$ bohr and two wells per cell:

$$v_{\rm ext}(x)=-\sum_j\sum_{s=1}^2V_s
\exp\Big[-\frac{(x-ja-c_s)^2}{2\sigma^2}\Big].$$

The depths are $V_1=2.00$ and $V_2=1.50$ hartree, the centres $c_1=-1.25$ and $c_2=1.25$ bohr, and $\sigma=0.80$ bohr. Unequal depths together with unequal spacings of $2.50$ and $3.50$ bohr remove inversion symmetry. Two bands are occupied with $f=2$. The electrons repel through the mean-field energy $(g/2)\int n^2dx$ with $g=0.20$ hartree bohr, which adds $gn(x)$ to the potential. An ion of charge $2$ sits at each well centre, so the ionic dipole is $2(-1.25+1.25)=0$. These are model parameters and represent no particular material.

The self-consistent gap on the finest mesh is $0.435$ hartree. The applied field is $\mathcal E=0.0020$ a.u., or $1.03\times10^9$ V/m. For $N=48$ the spacing is

$$\Delta k=\frac{2\pi}{48\times6.00}=0.02182\ {\rm bohr}^{-1},$$

and gap times spacing is $0.0095$ a.u. The applied field is about one fifth of this estimate. It is stronger than most bulk insulators can withstand, and is chosen here to give a clear numerical response.

At zero field and $N=48$ the dipole is $d_0=0.26393$ e bohr. The corresponding total string phase is

$$\frac{2\pi d_0}{fa}=\frac{2\pi\times0.26393}{12.00}=0.1382 .$$

The two Wannier centres add up to $-d_0/f=-0.1320$ bohr, so the electrons are displaced on balance to the left of the well centres. The positive dipole agrees with the charge $-1$.

With the field reversed and applied, the dipoles are $0.23952$ and $0.28839$ e bohr. Hence

$$\alpha_{48}=\frac{0.28839-0.23952}{2\times0.0020}=12.22\ {\rm a.u.}$$

Since the leading mesh error is proportional to $\Delta k^2$, the values $\alpha_{24}=12.175$ and $\alpha_{48}=12.217$ extrapolate to

$$\alpha=\frac{4\alpha_{48}-\alpha_{24}}3
=\frac{4\times12.217-12.175}3=12.23\ {\rm a.u.}$$

This is about $2.02\times10^{-40}\ {\rm C^2\,m^2/J}$ per cell. A central difference at finite field also contains a term of order $\mathcal E^2$, so further digits would not be those of the linear coefficient $\alpha$ in (17). The mesh and chain values compared below use the same field, and this term is common to both.

### Comparison with a finite chain

An open chain permits the ordinary position operator and the ordinary potential $+\mathcal Ex$, with no Bloch states or Berry phases. Let $D_L$ now denote the dipole of a neutral chain of $L$ cells. If the chain is long enough for its ends to be independent, yet short enough to keep a gap between filled and empty levels in the field, one more cell inserts one set of ions and localized bulk orbitals with dipole $d$ and displaces one end region by $a$. That end contains a whole number of localized orbitals, each of charge $-f$. With ions of charge $f$, as here, its net charge is an integer multiple of $f$. Therefore

$$D_{L+1}-D_L=d\quad\text{modulo }fa. \tag{20}$$

The contact repulsion produces no long-range field, so the field inside the chain equals the applied one. In a film with Coulomb interactions, surface charges would change the internal field; the comparison would have to be made at equal internal $\mathcal E$.

Chains of nine and ten cells were solved self-consistently on a real-space grid. Their difference gave dipoles of $0.239528$, $0.263962$ and $0.288455$ e bohr at the negative, zero and positive field. The mesh results extrapolated in $\Delta k^2$ agree with these to all digits shown. The chain polarizability is $12.232$ a.u. Relative to it, the unextrapolated values are low by $1.8\%$, $0.46\%$ and $0.12\%$ for $N=12$, $24$ and $48$. From $N=24$ to $N=48$ the error falls by a factor of $3.96$, consistent with second order.

This comparison tests the one-dimensional dipole and its response to the field, including the sign of the field term. Reversing that sign in the stationarity condition would reverse the linear response.

### Energy balance

The energies quoted here omit the constant ion–ion energy. For $N=48$ the energy at zero field is $-4.2156114$ hartree. At the positive field the enthalpy is $-4.2161637$ hartree, a change of $-5.523\times10^{-4}$ hartree. The first two field terms of (17) give

$$-d_0\mathcal E-\tfrac12\alpha_{48}\mathcal E^2
=-5.279\times10^{-4}-0.244\times10^{-4}
=-5.523\times10^{-4}\ {\rm hartree}.$$

The internal energy, averaged over both field directions to remove odd powers of $\mathcal E$, rises by $2.444\times10^{-5}$ hartree. The predicted $\alpha_{48}\mathcal E^2/2$ is $2.443\times10^{-5}$ hartree; the two differ by about $0.02\%$ of the predicted value. On the mesh with $N=12$, a numerical derivative of the stationary enthalpy at the positive field is $-0.287435$ e bohr, while the dipole is $0.287435$ e bohr, as (16) requires. This identity holds on each fixed mesh, because (16) was derived from the discretized $F$; it does not measure how well the mesh is converged. The remaining values are in the numerical output.

### Use for switching and conditions of validity

For a ferroelectric, the meaningful quantity is the change of $d$ along an insulating path between two polar structures. Intermediate structures must be close enough for each phase to be followed without an ambiguous jump of $2\pi$. Two end structures alone determine the change only modulo a polarization quantum.

The finite-field method fails if the gap closes, if a neighbour overlap becomes singular, or if the field destroys the local minimum on the chosen mesh. It describes a metastable insulating state and contains no tunnelling current. Its accuracy for a real material is also limited by the density functional, the pseudopotentials and the omitted interfaces. The agreement found here tests the treatment of the field within a mean-field model, not those approximations.

## Calculated quantities

```
cell length = 6.00 bohr; occupied bands = 2; f = 2
well depths = 2.00, 1.50 hartree
well centres = -1.25, 1.25 bohr
well width sigma = 0.80 bohr
contact repulsion g = 0.20 hartree bohr
field = 0.0020 a.u. = 1.0284e+09 V/m
band gap at zero field, 48 k points = 0.43484 hartree
dipole derivative: difference -2.8381465, formula -2.8381465 a.u.
enthalpy derivative (field 0.05 a.u.): difference 11.8723584, formula 11.8723587 a.u.
3D field-term derivative: difference -0.02003144, formula -0.02003144 a.u.
largest occupied component of w = 3.5e-15 bohr
largest change of W under gauge change = 4.4e-15 bohr
N=12: dk = 0.087266 1/bohr; error of w against k derivative = 0.031645 bohr
N=12: dipole at -field, 0, +field = 0.239380, 0.263381, 0.287435 e bohr
N=12: polarizability per cell = 12.01372 a.u.
N=24: dk = 0.043633 1/bohr; error of w against k derivative = 0.008141 bohr
N=24: dipole at -field, 0, +field = 0.239495, 0.263816, 0.288195 e bohr
N=24: polarizability per cell = 12.17499 a.u.
N=48: dk = 0.021817 1/bohr; error of w against k derivative = 0.002051 bohr
N=48: dipole at -field, 0, +field = 0.239520, 0.263926, 0.288390 e bohr
N=48: polarizability per cell = 12.21743 a.u.
extrapolated dipole at -field, 0, +field = 0.239528, 0.263962, 0.288455 e bohr
open-chain dipole at -field, 0, +field = 0.239528, 0.263962, 0.288455 e bohr
extrapolated polarizability = 12.23158 a.u. = 2.0167e-40 C^2 m^2/J
open-chain polarizability = 12.23178 a.u.
polarizability error ratio, N=24 to N=48 = 3.957
N=12: dF/dfield at +field = -0.287435 e bohr
N=48: energy at zero field = -4.21561138 hartree
N=48: energy at +field = -4.21558690 hartree
N=48: enthalpy at +field = -4.21616368 hartree
N=48: mean energy rise over both fields = 2.4440e-05 hartree
N=48: mean enthalpy change over both fields = -2.4429e-05 hartree
N=48: alpha field^2 / 2 = 2.4435e-05 hartree
flat-level splitting = 0.50 hartree
flat levels N=12: critical field from Hessian = 0.043633, splitting*dk = 0.043633 a.u.
flat levels N=24: critical field from Hessian = 0.021817, splitting*dk = 0.021817 a.u.
crystal N=48: estimate gap*dk = 0.009487 a.u.
```
